\section*{Exponential Step-Height Decay under a Compliant Polishing Pad}

\section{The decision that depends on the decay law}

Before a patterned surface is covered with a film and polished flat, two numbers must be fixed: how long to polish and how thick to make the film. The simplest estimate takes the initial rate at which the steps shrink and divides the height to be lost by it. For the case worked out below this gives 104 s. The pad, however, bends into the recesses and begins to polish them too, and the same target then takes 255 s. Film planned from the first number would be too thin. The correct estimate needs the law by which the step decays once the pad has reached the recessed regions.

\section{Assumptions and statement}

The surface has two levels of the same material. Raised areas, at height $z_u$, occupy a fraction $\rho$ of the surface, with $0<\rho<1$. Recessed areas, at height $z_d$, occupy the rest. Heights are counted positive away from the wafer, and the step is $h=z_u-z_d>0$. Its initial value is $h_0$. The assumptions are these.

\begin{enumerate}
\item Material is removed according to Preston's law: a place under local pressure $p$ loses height at the rate $KpV$, where $V$ is the sliding speed and $K$ is the same on both levels.
\item The pad is a local linear spring that can push but not pull. Let $D$ be the height at which the face of the undeformed pad would lie. Where the surface stands above $D$, the pad is compressed by $z-D$, so that
\begin{equation}
p=k\,\max(z-D,\,0). \label{eq:pad}
\end{equation}
The stiffness $k$ is a pressure per length.
\item The mean pressure $P$ over the whole surface is held fixed, and $D$ adjusts itself to carry this load.
\item $K$, $V$, $k$ and $\rho$ do not change with time. Constant $\rho$ means that the side walls are vertical and are not eroded.
\end{enumerate}

A flat surface is under pressure $P$ everywhere and loses height at the rate $R_0=KPV$.

\paragraph{Theorem.} Define
\begin{equation}
h_c=\frac{P}{\rho k},\qquad \tau=\frac{1}{KVk}=\frac{\rho h_c}{R_0}. \label{eq:defs}
\end{equation}
The pad presses on the recessed areas if and only if $h<h_c$. With $h_s=\min(h_0,h_c)$ and $t_c=\max\left[0,\ \rho(h_0-h_c)/R_0\right]$, the step is
\begin{equation}
h(t)=
\begin{cases}
h_0-R_0t/\rho, & 0\le t\le t_c,\\[2pt]
h_s\,e^{-(t-t_c)/\tau}, & t\ge t_c.
\end{cases}
\label{eq:theorem}
\end{equation}

The two forms of $\tau$ agree because $\rho h_c=P/k$, and dividing this by $R_0=KPV$ cancels $P$.

\section{Pressures on the two levels}

\paragraph{Lemma 1.} If $h\le h_c$, then
\begin{equation}
p_u=P+(1-\rho)kh,\qquad p_d=P-\rho kh,\qquad p_u-p_d=kh. \label{eq:contact}
\end{equation}
If $h\ge h_c$, then $p_u=P/\rho$ and $p_d=0$.

\paragraph{Proof.} The load condition is
\begin{equation}
\rho p_u+(1-\rho)p_d=P. \label{eq:load}
\end{equation}
By \eqref{eq:pad}, raising $D$ lowers the pressure wherever it is positive and leaves it at zero elsewhere. The left side of \eqref{eq:load} therefore falls strictly with $D$ as long as it is positive, and one value of $D$ at most can satisfy the condition. It is enough to find a solution in each range of $h$.

Suppose first that both levels are in contact. Then $p_u=k(z_u-D)$ and $p_d=k(z_d-D)$. Subtraction removes the unknown $D$:
\begin{equation}
p_u-p_d=k(z_u-z_d)=kh. \label{eq:diff}
\end{equation}
This is the proportionality between pressure difference and remaining step. Put $p_u=p_d+kh$ into \eqref{eq:load}:
\begin{equation}
\rho p_d+\rho kh+(1-\rho)p_d=p_d+\rho kh=P .
\end{equation}
Hence $p_d=P-\rho kh$, and adding $kh$ gives $p_u=P+(1-\rho)kh$. The supposition is consistent if $p_d\ge0$, that is, if $h\le P/(\rho k)=h_c$.

Suppose now that $h\ge h_c$ and that the raised areas carry everything. Then \eqref{eq:load} gives $p_u=P/\rho$, so the pad is compressed there by $z_u-D=P/(\rho k)=h_c$. At the recessed level $z_d-D=(z_u-D)-h=h_c-h\le0$, and \eqref{eq:pad} indeed gives $p_d=0$. This proves the lemma.

The contact step $h_c$ is thus the depth to which the raised areas sink into the pad when they carry the whole load. A dense pattern (large $\rho$) shares the load over more area, sinks in less, and keeps the pad off the recesses down to a smaller step.

\section{Rate of step loss and proof of the theorem}

\paragraph{Lemma 2.} The step obeys
\begin{equation}
\frac{dh}{dt}=
\begin{cases}
-R_0/\rho, & h\ge h_c,\\
-h/\tau, & h\le h_c,
\end{cases}
\label{eq:ode}
\end{equation}
and the two expressions agree at $h=h_c$.

\paragraph{Proof.} Preston's law gives $dz_u/dt=-KVp_u$ and $dz_d/dt=-KVp_d$. The minus signs express loss of height. Subtracting,
\begin{equation}
\frac{dh}{dt}=-KV(p_u-p_d). \label{eq:rate}
\end{equation}
For $h\ge h_c$ the difference is $P/\rho$, and $KVP/\rho=R_0/\rho$. For $h\le h_c$ the difference is $kh$, and $KVk=1/\tau$. At $h=h_c$ the second form gives $h_c/\tau=h_c R_0/(\rho h_c)=R_0/\rho$, which is the first.

\paragraph{Proof of the theorem.} If $h_0>h_c$, the first line of \eqref{eq:ode} integrates to $h=h_0-R_0t/\rho$. This reaches $h_c$ when $R_0t/\rho=h_0-h_c$, so at $t=t_c$. If $h_0\le h_c$, the second line holds from the start and $t_c=0$. In both cases the step at $t_c$ is $h_s$. From then on $h$ can only fall, so it stays in the second range. Separating variables,
\begin{equation}
\int_{h_s}^{h}\frac{dh'}{h'}=-\int_{t_c}^{t}\frac{dt'}{\tau}
\quad\Longrightarrow\quad
\ln\frac{h}{h_s}=-\frac{t-t_c}{\tau},
\end{equation}
and taking the exponential gives the second line of \eqref{eq:theorem}.

\paragraph{Remark (the join).} Since the rates agree at $h_c$, the curve $h(t)$ has no kink at contact. Its curvature does jump, from zero to $h_c/\tau^2$. A measured curve therefore leaves its straight line gradually, and the moment of contact is hard to read from it by eye.

\paragraph{Remark (time to a target).} For a target $h_f<h_s$, solving \eqref{eq:theorem} for the time gives
\begin{equation}
t_f=t_c+\tau\ln\frac{h_s}{h_f}. \label{eq:tf}
\end{equation}
It grows without bound as $h_f\to0$. In this model the surface never becomes perfectly flat in a finite time, because the pressure difference that removes the step vanishes along with it.

\section{Material removed}

\paragraph{Corollary.} At every time the mean removal over the surface is $R_0t$. For $t\ge t_c$ the recessed and raised areas have lost
\begin{align}
m_d&=R_0(t-t_c)-\rho(h_s-h), \label{eq:md}\\
m_u&=m_d+h_0-h. \label{eq:mu}
\end{align}

\paragraph{Proof.} The mean rate is $KV[\rho p_u+(1-\rho)p_d]=KVP=R_0$ by \eqref{eq:load}, whether or not the recesses are touched. The recesses lose nothing before $t_c$. Afterwards
\begin{equation}
\frac{dm_d}{dt}=KV(P-\rho kh)=R_0-\frac{\rho h}{\tau}=R_0+\rho\frac{dh}{dt},
\end{equation}
where the last step uses $dh/dt=-h/\tau$. Integration from $t_c$, where $h=h_s$, gives $m_d=R_0(t-t_c)+\rho(h-h_s)$, which is \eqref{eq:md}. Since $h=h_0-m_u+m_d$, \eqref{eq:mu} follows.

\paragraph{Remark (what pressure does).} At fixed $k$, the decay time $\tau$ depends neither on $P$ nor on $\rho$. Extra pressure falls equally on both levels once both are in contact, and it cancels from the difference \eqref{eq:diff}. It is still paid for in material: the mean removal during one decay time is $R_0\tau=P/k$.

Pressure can shorten the total time only through the stage before contact. For $h_f<h_c<h_0$, insert $t_c=\rho h_0/(KVP)-\tau$ and $h_c=P/(\rho k)$ into \eqref{eq:tf} and differentiate:
\begin{equation}
\frac{dt_f}{dP}=-\frac{\rho h_0}{KVP^2}+\frac{\tau}{P}
=\frac{\tau}{P}\left(1-\frac{h_0}{h_c}\right)<0 .
\end{equation}
Here $\rho h_0/(KVP)=\tau h_0/h_c$ was used. The gain shrinks to zero when $h_c$ reaches $h_0$, at $P=\rho kh_0$. Beyond that pressure the time stays at $\tau\ln(h_0/h_f)$ while the removal $R_0t_f$ keeps rising in proportion to $P$. A higher speed $V$ acts differently: it shortens $t_c$ and $\tau$ by the same factor, and the removal $R_0t_f$ is unchanged.

\section{A worked case}

Take round model parameters: $P=20$ kPa, $V=1$ m/s, $K=0.15$ nm/(kPa\,m), $k=0.1$ kPa/nm, $\rho=0.4$, an initial step of 800 nm and a target of 20 nm. Then
\begin{align}
R_0&=0.15\times20\times1=3\ \text{nm/s}, &
h_c&=\frac{20}{0.4\times0.1}=500\ \text{nm},\nonumber\\
\tau&=\frac{1}{0.15\times1\times0.1}=66.7\ \text{s}, &
t_c&=\frac{0.4\times(800-500)}{3}=40\ \text{s}.
\end{align}
From contact to target takes $66.7\ln(500/20)=214.6$ s, so $t_f=254.6$ s, a little over four minutes. The first 300 nm of step cost 40 s. A late stretch, from 45 nm at 200 s to 25 nm at 240 s, costs the same 40 s for 20 nm. The pressures show why. Before contact they are 50 and 0 kPa on the two levels; at 240 s they are 21.5 and 19.0 kPa, and nearly all the polishing goes into lowering both levels together.

A pad that never touched the recesses would need $0.4\times780/3=104$ s. At that time the compliant pad still leaves $500\,e^{-64/66.7}\approx190$ nm.

The material removed by the end is
\begin{align}
m_d&=3\times214.6-0.4\times(500-20)\approx452\ \text{nm},\nonumber\\
m_u&\approx452+780=1232\ \text{nm},
\end{align}
with mean $3\times254.6\approx764$ nm. If the film has equal thickness on both levels before polishing, the raised areas decide: it must be thicker than 1232 nm, or the material beneath is exposed and the assumption of a single $K$ fails.

Would more pressure help? The limit $P=\rho kh_0$ is $0.4\times0.1\times800=32$ kPa, and the time there is $66.7\ln40\approx246$ s. The gain is about 9 s, while the mean removal grows to $0.15\times32\times246\approx1180$ nm.

The formulas for the step and the removals were tested against a simulated surface of 20 cells. At each instant the simulation finds $D$ numerically from the load and lowers each cell by Preston's law. Steps and removals agreed with the formulas within 0.001 nm for three combinations of $P$ and $\rho$, and the late decay time was 66.67 s in all three, as the numerical output shows.

\section{More than two levels}

\paragraph{Proposition.} Let the surface have any profile $z_i$ over cells of equal area, with mean $\bar z$, and let the pad press on every cell. Then each deviation $\delta_i=z_i-\bar z$ decays as $e^{-t/\tau}$, and the profile keeps its shape while it shrinks.

\paragraph{Proof.} With full contact $p_i=k(z_i-D)$. The mean of this is $P=k(\bar z-D)$, and subtraction gives $p_i-P=k\delta_i$. Preston's law gives $dz_i/dt=-KVp_i$ and, for the mean, $d\bar z/dt=-KVP$. Therefore
\begin{equation}
\frac{d\delta_i}{dt}=-KV(p_i-P)=-KVk\,\delta_i=-\frac{\delta_i}{\tau}.
\end{equation}
Contact requires $P+k\delta_i>0$, so no cell may lie deeper than $P/k$ below the mean. Since the deviations shrink, contact once complete remains complete.

For two levels the recess lies $\rho h$ below the mean, and $\rho h<P/k$ is again $h<h_c$. In the example the permitted depth is $20/0.1=200$ nm. A random profile within this limit, with a root-mean-square deviation of 39.8 nm, was simulated for 100 s. It shrank to 8.9 nm, a ratio of 0.223, equal to $e^{-100/66.67}$ to the digits given, and the test held cell by cell.

\section{When the pad is not a linear spring}

The proportionality \eqref{eq:diff} is a property of the linear pad. Consider instead a pad whose pressure rises exponentially with its compression $c=z-D$,
\begin{equation}
p=p_r\,e^{c/s},
\end{equation}
with constants $p_r$ and $s$. Here $D$ is only a reference height, the one at which the pressure is $p_r$, and $c$ may be negative. This pad stiffens as it is loaded, and it touches every level at any step, so there is no contact threshold.

\paragraph{Proposition.} With $x=h/s$, this pad gives
\begin{align}
p_u-p_d&=P\,\frac{e^x-1}{\rho e^x+1-\rho}, \label{eq:expdiff}\\
\rho x+\ln(1-e^{-x})&=\text{constant}-\frac{R_0t}{s}. \label{eq:expsol}
\end{align}

\paragraph{Proof.} The compressions differ by $h$, so $p_u=p_de^x$. The load condition becomes $p_d(\rho e^x+1-\rho)=P$, and $p_u-p_d=p_d(e^x-1)$ is \eqref{eq:expdiff}. Equation \eqref{eq:rate} still holds. Dividing it by $s$ and separating variables,
\begin{equation}
\frac{\rho e^x+1-\rho}{e^x-1}\,dx=-\frac{R_0}{s}\,dt .
\end{equation}
The numerator is $\rho(e^x-1)+1$, so the fraction equals $\rho+1/(e^x-1)$. Multiplying the second term above and below by $e^{-x}$ turns it into $e^{-x}/(1-e^{-x})$, the derivative of $\ln(1-e^{-x})$. Integration gives \eqref{eq:expsol}.

When $\rho e^x\gg1$, the term $1/(e^x-1)$ is negligible beside $\rho$ and $dh/dt\approx-R_0/\rho$, the linear stage again. The smaller $\rho$ is, the larger $x$ must be for this. For $x\ll1$ the left side tends to $\ln x$, and the step decays exponentially with
\begin{equation}
\tau_{\rm late}=\frac{s}{R_0}=\frac{s}{KPV}. \label{eq:taulate}
\end{equation}
This decay time does depend on pressure. The local stiffness is $dp/dc=p/s$, which is $P/s$ at the nominal pressure, and \eqref{eq:taulate} is $1/(KVk)$ with that stiffness in place of $k$. Pressing harder stiffens this pad, and the stiffer pad flattens faster.

With $s=200$ nm the stiffness at 20 kPa is $20/200=0.1$ kPa/nm, as in the example. The late decay time is 66.7 s at 20 kPa and 33.3 s at 40 kPa. A polishing trial at two pressures can therefore distinguish the two pads, provided the other assumptions hold.

The time to the 20 nm target follows from \eqref{eq:expsol} between $x=4$ and $x=0.1$. The left side changes from 1.582 to $-2.312$, and $(200/3)\times3.894\approx260$ s, against 255 s for the linear pad.

The pressure difference is 2.02 kPa at a step of 20 nm and 20.4 kPa at 200 nm, where $kh$ gives 2 and 20 kPa. The close agreement at 200 nm, where $x=1$ is not small, is an accident of the chosen $\rho$. At $x=1$, \eqref{eq:expdiff} gives
\begin{equation}
\frac{p_u-p_d}{P}=\frac{e-1}{1+\rho(e-1)},
\end{equation}
which equals the linear value 1 only at $\rho=1-1/(e-1)\approx0.42$. With $\rho=0.1$ the difference would be about 29 kPa, and with $\rho=0.7$ about 16 kPa, instead of 20 kPa. At 800 nm the difference is 47.8 kPa. The expression $kh$ would give 80 kPa, but it does not apply there even to the linear pad, which has left the recesses and gives $P/\rho=50$ kPa.

\section{Where the result fails}

Two assumptions deserve a check before \eqref{eq:tf} is used.

The first is the single $K$. If the levels consist of different materials with coefficients $K_u$ and $K_d$, then at $h=0$ both are under pressure $P$ and $dh/dt=-VP(K_u-K_d)$. This is not zero, so a flat surface does not stay flat, and the step cannot settle at zero.

The second is the local spring. In a thick elastic pad, pressure at one place also deforms the pad nearby. Such a pad cannot follow a vertical wall: it presses hardest at the edges of the raised areas and rounds them, so the two-level profile is not kept. Once the profile is smooth and in full contact, with the pattern width $w$ as the one relevant length and a linear response, dimensional reasoning gives a pressure difference of order $Eh/w$, with $E$ the elastic modulus of the pad. The effective stiffness is then of order $E/w$, and under a smooth homogeneous pad narrow features flatten sooner than wide ones. For $E$ between 100 and 500 MPa, the value $k=0.1$ kPa/nm of the example corresponds to $w$ of 1 to 5 mm, while $w=10\ \mu$m would give a contact step of only 1 to 5 nm. At such small widths the rough surface of a real pad, which this estimate ignores, governs the contact, and $E/w$ should not be used for $k$. This is an estimate, not covered by the tests above. It implies that a value of $k$ found on one pattern should not be carried over to a pattern of another width without a new measurement.

\section*{Table of computed values}
\begin{verbatim}
mean pressure P = 20.0 kPa
sliding speed V = 1.0 m/s
Preston coefficient K = 0.15 nm/(kPa m)
pad stiffness k = 0.10 kPa/nm
raised area fraction rho = 0.40
initial step = 800 nm, target step = 20 nm
flat-surface rate R0 = 3.00 nm/s
contact step hc = 500.0 nm
contact time tc = 40.0 s
decay time tau = 66.67 s
contact step found by simulation = 500.0 nm
step loss rate just before contact = 7.500 nm/s
step loss rate just after contact = 7.500 nm/s
simulated late decay time (from 200 s to 300 s):
  P = 20 kPa, rho = 0.4: 66.67 s, contact step 500.0 nm
  P = 40 kPa, rho = 0.4: 66.67 s, contact step 1000.0 nm
  P = 20 kPa, rho = 0.7: 66.67 s, contact step 285.7 nm
time s | step nm derived | simulated | p raised kPa | p recess kPa
    0 |  800.00 |  800.00 |  50.00 |   0.00
   20 |  650.00 |  650.00 |  50.00 |   0.00
   40 |  500.00 |  500.00 |  50.00 |   0.00
   80 |  274.41 |  274.41 |  36.46 |   9.02
  120 |  150.60 |  150.60 |  29.04 |  13.98
  160 |   82.65 |   82.65 |  24.96 |  16.69
  200 |   45.36 |   45.36 |  22.72 |  18.19
  240 |   24.89 |   24.89 |  21.49 |  19.00
time from contact to target = 214.6 s
total time to target = 254.6 s
removed from raised areas = 1231.8 nm
removed from recessed areas = 451.8 nm
mean removal = 763.8 nm
time to target if recesses were never touched = 104.0 s
random profile, rms deviation at 0 s = 39.84 nm
random profile, rms deviation at 100 s = 8.89 nm
rms ratio = 0.2231, exp(-100 s/tau) = 0.2231
exponential pad: length s = 200 nm
exponential pad: time to target = 259.6 s
  step 20 nm: pressure difference 2.02 kPa, linear pad law k*h 2.00 kPa
  step 200 nm: pressure difference 20.37 kPa, linear pad law k*h 20.00 kPa
  step 800 nm: pressure difference 47.77 kPa, linear pad law k*h 80.00 kPa
  late decay time at P = 20 kPa: 66.67 s
  late decay time at P = 40 kPa: 33.33 s
\end{verbatim}
